# Henry's electrophoretic mobility, from the Hückel to the Smoluchowski limit, part 2

A rigid insulating sphere of radius $a$, alone in a liquid of relative permittivity $\varepsilon$ and viscosity $\eta$, moves with velocity $U\hat{\mathbf z}$ in a uniform field $E$ along $z$. We seek its mobility $\mu=U/E$. Balancing electric force against Stokes drag gives $\varepsilon\zeta/6\pi\eta$; letting the liquid slip along the surface gives $\varepsilon\zeta/4\pi\eta$. Here $\zeta$ is the potential at $r=a$, where the liquid sticks.

We keep terms linear in $E$ and up to first order in $\zeta$. Relaxation, the distortion of the charged cloud, enters at higher order in $\zeta$. In atomic units the elementary charge is 1, the temperature $T$ is an energy, and $\nabla^2\phi=-4\pi\rho/\varepsilon$.

The ionic cloud has equilibrium potential $\psi$, Debye length $1/\kappa$ and charge density $\rho$; the particle has charge $Q$:

$$\rho=-(\varepsilon\kappa^2/4\pi)\,\zeta(a/r)e^{-\kappa(r-a)},\qquad Q=\varepsilon a\zeta(1+\kappa a).$$

The field changes the potential by $\delta\phi$, the charge density by $\delta\rho$, and the electrochemical potential of an ion of valence $z_i$ by $z_i\Psi$. With $\theta$ the angle from $z$,

$$\Psi=-E\left(r+\frac{d\,a^3}{r^2}\right)\cos\theta .$$

The insulator ($\partial_r\Psi=0$ at $r=a$) has $d=\frac12$; an undistorted field has $d=0$. The electric force density $-\rho\nabla\delta\phi-\delta\rho\nabla\psi$ differs from $\mathbf F=-\rho\nabla\Psi$ only by a gradient, which pressure balances. The particle's permittivity and the ion mobilities therefore drop out.

Let $\hat{\mathbf u}$ be the flow around a sphere moving with unit velocity $\hat{\mathbf z}$ without body force, and $\mathbf w=\hat{\mathbf z}-\hat{\mathbf u}$. With outward normal $\mathbf n$, its traction on the sphere is

$$\hat{\boldsymbol\sigma}\cdot\mathbf n=-\frac{3\eta}{2a}\hat{\mathbf z}.$$

For the actual flow $\mathbf u$ with stress $\boldsymbol\sigma$, the reciprocal theorem reads

$$-\oint_a\left(\hat{\mathbf u}\cdot\boldsymbol\sigma\cdot\mathbf n-\mathbf u\cdot\hat{\boldsymbol\sigma}\cdot\mathbf n\right)dS=-\int\mathbf F\cdot\hat{\mathbf u}\,dV ,$$

and leads to

$$U=\frac{1}{6\pi\eta a}\int\rho\,\nabla\Psi\cdot\mathbf w\,dV .$$

Over all directions $\nabla\Psi\cdot\mathbf w$ averages to $-EG_d$. With $s=a/r$, $G_d=1-s+\frac d2(s^4-s^6)$, and for the insulator $G=1-s+\frac14s^4-\frac14s^6$.

Q: Put in the cloud, and show me the factors.

A: With $dV\to4\pi r^2dr$,

$$U=-\frac{E}{6\pi\eta a}\int_a^\infty4\pi r^2\rho\,G\,dr
=\frac{\varepsilon\zeta E}{6\pi\eta}\,\kappa^2\int_a^\infty r\,e^{-\kappa(r-a)}G\,dr .$$

The minus sign of $\rho$ cancels the one in front, the two factors $4\pi$ cancel, and the $a$ in $\rho$ cancels $1/a$. Set $x=\kappa a$ and $t=r/a=1/s$:

$$\mu=\frac{\varepsilon\zeta}{6\pi\eta}\,f(x),\qquad
f(x)=x^2\int_1^\infty e^{-x(t-1)}\left(t-1+\frac{1}{4t^3}-\frac{1}{4t^5}\right)dt .$$

The part $t-1$ integrates to $1/x^2$ and contributes 1. The rest is expressed through the exponential integrals $E_n(x)=\int_1^\infty e^{-xt}t^{-n}dt$:

$$f(x)=1+\frac{x^2}{4}e^x\left[E_3(x)-E_5(x)\right].$$

This is Henry's factor.

Q: I cannot read the limits off exponential integrals.

A: Change the variable to $y=x(t-1)$, so that $t=1+y/x$ and $dt=dy/x$. Since

$$\frac1{t^3}-\frac1{t^5}=\frac{(t-1)(t+1)}{t^5}=\frac yx\,\frac{t+1}{t^5},$$

the powers of $x$ cancel and

$$f=1+\frac14\int_0^\infty y\,e^{-y}\,\frac{t+1}{t^5}\,dy,\qquad t=1+\frac yx .$$

The fraction equals $t^{-4}+t^{-5}$, which lies between 0 and 2 and falls as $t$ grows. At fixed $y$, a larger $x$ means a smaller $t$, so $f$ rises with $x$. When $x\to0$, $t\to\infty$ and the integral vanishes. When $x\to\infty$, $t\to1$ and the fraction tends to 2. Since $\int_0^\infty ye^{-y}dy=1$, the integral tends to 2. The limits may be taken under the integral sign because the integrand never exceeds $2ye^{-y}$. Hence

$$\mu\to\frac{\varepsilon\zeta}{6\pi\eta}\ \ (\kappa a\to0),\qquad
\mu\to\frac32\cdot\frac{\varepsilon\zeta}{6\pi\eta}=\frac{\varepsilon\zeta}{4\pi\eta}\ \ (\kappa a\to\infty).$$

Both of your formulas are right, at opposite ends. The first is Hückel's and the second Smoluchowski's.

Q: How quickly are the ends reached?

A: For large $x$ put $q=y/x$ and expand: $(2+q)(1+q)^{-5}=2-9q+25q^2-\dots$. The integrals of $ye^{-y}$, $y^2e^{-y}$ and $y^3e^{-y}$ are 1, 2 and 6, so

$$f=\frac32-\frac{9}{2x}+\frac{75}{2x^2}-\dots$$

For small $x$ return to the integral over $t$ and expand $e^{-x(t-1)}=1-x(t-1)+\dots$. The two moments needed are

$$\int_1^\infty(t^{-3}-t^{-5})\,dt=\tfrac12-\tfrac14=\tfrac14,$$

$$\int_1^\infty(t-1)(t^{-3}-t^{-5})\,dt=1-\tfrac12-\tfrac13+\tfrac14=\tfrac5{12}.$$

Multiplied by $x^2/4$, they give

$$f=1+\frac{x^2}{16}-\frac{5x^3}{48}+\dots$$

The next moment diverges logarithmically, so plain powers stop there.

The approach is slow at the thin-cloud end. Evaluated numerically, $f$ is 1% above 1 at $\kappa a=0.52$, but 1% below $\frac32$ only at $\kappa a=292$. With a Debye length of 9.61 nm, these values correspond to radii of 5 nm and 2.8 µm. Many colloids lie between them.

Q: What is the physical reason for the $3/2$? I would have guessed that a thin cloud simply has less drag.

A: The general $d$ answers that. The $d$-dependent part of $G_d$ is proportional to $d$ and equals the insulator's at $d=\frac12$, so the factor for a general dipole is

$$f_d=1+2d\,(f-1).$$

For an undistorted field, $f_d=1$ whatever the thickness of the cloud. In this model the whole rise above Hückel's value comes from field lines bending around the insulator. A wide cloud lies mostly where the field is uniform. A thin one lies where the field has been squeezed along the surface.

Q: Then confirm the thin end without your integral. My slip argument should show the same thing.

A: It does. Near the surface the cloud looks flat. Let $h$ be the height above it, $v(h)$ the liquid's velocity relative to it, and $E_t$ the tangential field. Then $\eta v''+\rho E_t=0$ with $\rho=-(\varepsilon/4\pi)\psi''$, so $v''=(\varepsilon E_t/4\pi\eta)\psi''$. Both slopes vanish outside the cloud, while $v=0$ and $\psi=\zeta$ at $h=0$. Two integrations give

$$v=\frac{\varepsilon E_t}{4\pi\eta}(\psi-\zeta)\ \to\ -\frac{\varepsilon\zeta}{4\pi\eta}E_t .$$

Outside the cloud there is no body force, and no net force acts on the particle with its cloud. The reciprocal theorem then reduces to $\oint\mathbf u\cdot\hat{\boldsymbol\sigma}\cdot\mathbf n\,dS=0$. The traction is uniform, so the surface average of $u_z=U+v_z$ is zero. The tangential field is $-(1/a)\partial_\theta\Psi=-E(1+d)\sin\theta$ along $\hat{\boldsymbol\theta}$, and its $z$ component is $E(1+d)\sin^2\theta$. Averaging,

$$U=\frac{\varepsilon\zeta}{4\pi\eta}\cdot\frac23(1+d)E=\frac{\varepsilon\zeta}{6\pi\eta}(1+d)E .$$

This is the limit of $f_d$ for large $x$. The insulator gives Smoluchowski's value and the undistorted field gives Hückel's.

Q: You say mobility rises with $\kappa a$. Yet adding salt should screen the charge and slow the particle.

A: It depends on what is held fixed. At fixed radius and fixed small $\zeta$ the mobility rises with salt, by at most a factor $\frac32$. That holds to first order in $\zeta$. The higher-order terms, relaxation among them, reverse the trend at small $\kappa a$, by an amount that grows with $\zeta$. In the full equations, with a diffusion constant of $2\times10^{-5}$ cm²/s for both ions, the mobility dips below Hückel's value by about 0.15% near $\kappa a=0.2$ at $-20$ mV, by about 4% near $\kappa a=0.8$ at $-50$ mV, and by more than 20% between $\kappa a=1.5$ and 4 at $-100$ mV. At fixed charge, substitute $\varepsilon\zeta=Q/[a(1+\kappa a)]$:

$$\mu=\frac{Q}{6\pi\eta a}\,\frac{f(\kappa a)}{1+\kappa a}.$$

This falls with salt. The denominator is the retarding effect of the cloud, which is pulled the opposite way and drags liquid with it.

Q: All this rests on discarding terms. Has it been compared with equations in which they were kept?

A: Yes. The coupled Poisson–Boltzmann, ion-transport and Stokes equations were solved numerically, linear in $E$ but with no expansion in $\zeta$. At $\zeta/T=0.01$ and $\kappa a=5$ they give $f=1.1596$, the same as the formula. At five values of $\kappa a$ from 0.2 to 100 the difference stays below $2\times10^{-4}$. Setting the ions' drag to zero, or to several times that of small ions in water, leaves $f$ within $5\times10^{-4}$ of the formula. Separately, the mobility integral was evaluated with the unreduced electric forces for particle permittivities from 0 to 20 times the liquid's. The result changed only by rounding error.

Q: Give me a case from practice.

A: Take a colloidal silica polishing slurry, diluted for a zeta measurement. Rough values are a radius of 40 nm, $\zeta=-20$ mV and 1 mM of a 1:1 salt, in water at 298 K with $\varepsilon=78.4$ and $\eta=0.89$ mPa s. The Debye length is 9.61 nm, so

$$\kappa a=\frac{40}{9.61}=4.16,\qquad f=1.137 .$$

The inputs give a Hückel mobility $\varepsilon\zeta/6\pi\eta=-1.040\times10^{-4}$ cm²/Vs. Henry's is

$$\mu=1.137\times(-1.040\times10^{-4})=-1.18\times10^{-4}\ \text{cm}^2/\text{Vs},$$

or $-2.78\times10^{-3}$ atomic units. Smoluchowski's formula would give $-1.56\times10^{-4}$ cm²/Vs. In a field of 10 V/cm the particle moves at 11.8 µm/s, against the field.

The charge tells the same story. In the linear theory the particle carries about $-225$ elementary charges; the nonlinear Poisson–Boltzmann equation gives about 2% more in magnitude. Without a cloud, the $-225$ charges would give $-5.37\times10^{-4}$ cm²/Vs, and the factor $1.137/5.16$ brings this down to the same $-1.18\times10^{-4}$.

Q: The instrument measures mobility, and I want $\zeta$. How wrong can I be?

A: Suppose the mobility is the Henry value above. Hückel's formula then returns $-20\times1.137=-22.7$ mV, which is 14% too large in magnitude relative to the true $-20$ mV. Smoluchowski's returns $-22.7/1.5=-15.2$ mV, which is 24% too small. For hand work, Ohshima's approximation

$$f\simeq1+\frac12\left[1+\frac{2.5}{\kappa a\,(1+2e^{-\kappa a})}\right]^{-3}$$

stays within 1% of Henry's factor for $\kappa a$ between 0.01 and 500.

Q: But $20$ mV is not small compared with the thermal voltage.

A: The ratio is 0.78, so the question is fair. For a symmetric salt with equal ion mobilities, reversing $\zeta$ and exchanging the ions reverses the motion. The mobility is thus odd in $\zeta$, and its relative correction starts at $\zeta^2$. The full equations, with a diffusion constant of $2\times10^{-5}$ cm²/s for both ions, put the mobility 1.6% below Henry's value in magnitude at $-20$ mV. At the same $\kappa a$ the shortfall is 9.4% at $-50$ mV and 32% at $-100$ mV. Henry's formula should not be used for the last case.

Q: And what if ions also move beneath the surface where the liquid sticks?

A: Then the insulating condition fails, and weak conduction makes the field bend less. Let the surface conductivity, divided by the liquid's conductivity times $a$, be $D_s$, with the same ratio for both ions. Charge conservation at the surface reads $\partial_r\Psi=2D_s\Psi/a$, because the surface Laplacian of $\cos\theta$ is $-2\cos\theta/a^2$. This gives

$$1-2d=2D_s(1+d),\qquad d=\frac{1-2D_s}{2+2D_s}.$$

At $D_s=\frac12$ the dipole vanishes and $f_d=1$. The full equations at small $\zeta$ confirm this at the same five values of $\kappa a$, within $5\times10^{-4}$.

In the example, suppose that counterions in this layer move as freely as in the bulk. A layer charge of 0.1 µC/cm² then lowers the mobility by 3.6%, and 0.5 µC/cm² by 10.7%, relative to the full solution without the layer. Both charges are assumed. For comparison, the charge implied by $\zeta$ is 0.18 µC/cm².

Q: How close is all this to a slurry on a polishing tool?

A: The radius is typical of colloidal silica, but the other conditions are those of a diluted sample. Many silica slurries are used alkaline, where the surface is more strongly charged than here. At $-50$ mV the 9.4% correction applies if $\kappa a$ and the ions' diffusion constants are unchanged. More salt would raise $\kappa a$ and move $f$ towards $\frac32$.

Working slurries are also crowded. At a volume fraction of 0.001 the mean spacing is 645 nm, many Debye lengths, and the particles' own counterions amount to 0.14% of the added salt. At 0.05 the spacing is 175 nm and the counterions reach 7%. The flow around each particle then also feels its neighbours, an effect not computed here.

Temperature matters through the liquid. At 313 K, with rough values $\varepsilon=73$ and $\eta=0.65$ mPa s and with $\zeta$ and salt held fixed, the mobility is $-1.51\times10^{-4}$ cm²/Vs, 28% larger in magnitude. The field itself is no concern: at 10 V/cm the voltage across one radius is 0.0016 of the thermal voltage. Of the model's assumptions examined for the dilute example, the absence of conduction beneath the shear surface is the one whose failure could cost most, provided the layer holds more than about 0.04 µC/cm² of freely moving counterions. Below that, the 1.6% correction for finite $\zeta$ is the larger. The numerical output below lists these values.

## Computed values

```
kappa*a, f from formula, f from full equations at small zeta:
     0.2  1.00195  1.00195
     1.0  1.02666  1.02666
     5.0  1.15958  1.15958
    25.0  1.36462  1.36461
   100.0  1.45845  1.45845
kappa*a where f is 1% above 1: 0.522
kappa*a where f is 1% below 3/2: 292
largest error of Ohshima's approximation: 0.97 %
largest change of f with particle permittivity: 8.9e-16
EXAMPLE radius: 40 nm, zeta: -20 mV, salt: 1.0 mM
temperature: 298.15 K, permittivity: 78.4, viscosity: 0.89 mPa s
ion diffusion constant: 2.0e-05 cm2/s
thermal voltage: 25.69 mV, |zeta|/thermal: 0.778
Debye length: 9.61 nm
kappa*a: 4.161
Henry factor f: 1.1370
viscosity: 1.2506 atomic units
Henry mobility: -2.7792e-03 atomic units
Henry mobility: -1.182e-04 cm2/Vs
Hueckel mobility: -1.040e-04 cm2/Vs
Smoluchowski mobility: -1.560e-04 cm2/Vs
particle charge: -224.8 e
surface charge density: -0.179 uC/cm2
mobility of bare charge, Q/(6 pi eta a): -5.367e-04 cm2/Vs
zeta inferred by Hueckel: -22.74 mV
zeta inferred by Smoluchowski: -15.16 mV
drift speed at 10 V/cm: -11.82 um/s
NEGLECTED field*radius/thermal voltage: 1.56e-03
finite zeta and relaxation at -20 mV: -1.56 %
finite zeta and relaxation at -50 mV: -9.40 %
finite zeta and relaxation at -100 mV: -31.68 %
shift of full solution, finer mesh: 6.9e-09, larger box: 4.8e-09
stagnant-layer conduction, 0.1 uC/cm2: -3.6 %
stagnant-layer conduction, 0.5 uC/cm2: -10.7 %
mobility at 313.15 K (permittivity 73, 0.65 mPa s): -1.509e-04 cm2/Vs
volume fraction 0.001: mean spacing 645 nm, counterions/salt 0.0014
volume fraction 0.050: mean spacing 175 nm, counterions/salt 0.0696
```
